# Saturation exposure of a deep cylindrical hole in atomic layer deposition, part 2

What gas exposure coats a deep cylindrical hole of diameter $d$, depth $L$ and aspect ratio $a=L/d$? Units are Gaussian (cgs). Gas of pressure $P$, temperature $T$, molecular mass $m$ and number density $n=P/kT$ ($k$ is Boltzmann's constant) sends into the mouth the flux (Lemma 1)

$$J=\frac{P}{\sqrt{2\pi mkT}} .$$

A saturated wall holds $K$ molecules per area; after time $t$ the reduced exposure is $\Phi=Jt/K$. Molecules collide only with the wall and leave it by the cosine law. Adsorption is irreversible, each film is thin, and the flow is quasi-steady.

Let $z$ be the axial coordinate and $\zeta$ the axial distance of one flight from wall to wall. Lemma 2 gives

$$\langle\zeta^2\rangle=\frac{2d^2}{3}.$$

A reflecting tube of length $x=\alpha d$, open to vacuum at its far end, transmits the fraction $W$ of entering molecules. Lemma 4 states

$$\lim_{x\to\infty}\frac{x}{d}\,W=\frac43 .$$

For a sharp front, with the wall full above it and every molecule that passes it bound,

$$\Phi(a)=4\int_0^a\frac{d\alpha}{W(\alpha)}+\frac{1}{W(a)} .$$

The theorem (three-halves law) follows:

$$\lim_{a\to\infty}\frac{\Phi(a)}{a^2}=\frac32 ,$$

$$Pt=\frac32\left(\frac Ld\right)^2K\sqrt{2\pi mkT}.$$

The leading law also holds at each intermediate depth $x\gg d$.

With lengths in units of $d$, let $F(y)$ be the probability that a molecule crossing one cross-section with the cosine distribution reaches another at distance $y$ without touching the wall, and $I$ the flux striking the wall in units of $J$. Then $\alpha W=2\int_0^\alpha FI\,dy$ and $\int_0^\infty F\,dy=2/3$.

Proposition 1 (Gordon's polynomial) approximates $1/W=1+3\alpha/4$ and obtains

$$\Phi_{\rm G}=1+\frac{19}{4}a+\frac32a^2 .$$

Computation with wall rings of width $0.05d$ shows that the difference $1/W-(1+3\alpha/4)$ grows slowly with length, from $0.48$ at $\alpha=5$ to $1.15$ at $\alpha=80$.

**Remark on the slow growth.** An estimate shows where it comes from. At large distance the second cross-section, of area $\pi/4$ in units of $d^2$, is seen under the solid angle $\pi/(4y^2)$. The cosine law gives the weight $1/\pi$ near the axis, so $F\simeq1/(4y^2)$. Rewrite the expression for $\alpha W$ as

$$\alpha W=\frac43-2\int_\alpha^\infty F\,dy-2\int_0^\alpha F\,(1-I)\,dy .$$

The first integral is about $1/(4\alpha)$. In the second, assume that $I$ falls linearly in the interior, $1-I\simeq y/\alpha$. The integrand is then $1/(4\alpha y)$ for $y$ well above one, which gives $\ln\alpha/(4\alpha)$ up to terms of order $1/\alpha$. Hence

$$\alpha W\simeq\frac43-\frac{\ln\alpha}{2\alpha},\qquad
\frac1W\simeq\frac{3\alpha}{4}\left(1+\frac{3\ln\alpha}{8\alpha}\right)=\frac{3\alpha}{4}+\frac{9}{32}\ln\alpha .$$

Each doubling of the length should add $(9/32)\ln2\approx0.19$ to the difference. The computed increments lie between $0.16$ and $0.17$, and part of the shortfall comes from the rings. Treating a ring of width $h$ (in units of $d$) as uniform adds about $h^2/6$ to the mean square flight of $2/3$. This raises the diffusive flow by the fraction $h^2/4$ and lowers $1/W$ by about $3\alpha h^2/16$, which is $0.04$ for $h=0.05$ and $\alpha=80$. With this correction the increments rise steadily from $0.16$ to $0.19$ as the tube gets longer, in agreement with the estimate. The coefficient $9/32$ still rests on the assumed linear profile. If it holds, the first correction to $3a^2/2$ is $4\int(9/32)\ln\alpha\,d\alpha\simeq(9/8)\,a\ln a$. In that case no constant in place of $19/4$ can represent the sharp-front model at all large $a$.

### Lemma 5: the gradient law

To treat a front of finite width one needs the flow driven by a slowly varying wall emission. Let an infinitely long wall emit the flux $\nu(z)=\nu_0+gz$. The net number crossing $z=0$ to the right per time is

$$-\frac{\pi d\,g}{2}\langle\zeta^2\rangle=-\frac{\pi d^3}{3}\,g .$$

*Proof.* Let $R(s)$ be the probability that $\zeta>s$. Emission at $z=-s$ contributes flights to the right, and emission at $z=+s$ contributes equally probable flights to the left. The difference is

$$\pi d\int_0^\infty\big[(\nu_0-gs)-(\nu_0+gs)\big]R(s)\,ds=-2\pi d\,g\int_0^\infty sR(s)\,ds .$$

Exchanging the integrations, a flight of length $\zeta>0$ contributes $\int_0^\zeta s\,ds=\zeta^2/2$, so the integral is half the second moment over positive $\zeta$, which is $\langle\zeta^2\rangle/4$. Inserting $2d^2/3$ gives the result. $\square$

A reflecting tube with emission $J$ at the mouth and zero at depth $x$ has $g=-J/x$. The flow is then $\pi d^3J/(3x)$, and division by $J\pi d^2/4$ returns $W=4d/(3x)$, in agreement with Lemma 4.

### Proposition 2: finite sticking probability

A wall of coverage $\theta$ now binds an arriving molecule with probability $s(1-\theta)$. Let depth $\xi$ be measured in units of $d$, let the hole be infinitely deep and clean at the start, and let

$$\lambda=\frac1{\sqrt{3s}}\gg1 .$$

In the diffusion limit, with $I=1$ at the mouth, the total uptake divided by the uptake per unit depth of full wall is a depth $X$ that obeys

$$X^2=\frac23\left(\Phi-\frac{1-e^{-s\Phi}}{s}\right).$$

*Proof.* For small $s$ the emission of the wall differs from the impingement $JI$ by a relative amount of at most $s$, which is neglected. Lemma 5 gives the flow $-(\pi d^2/3)J\,\partial I/\partial\xi$, since one derivative with respect to $z$ supplies a factor $1/d$. The decrease of this flow over the interval $d\xi$ equals the adsorption on the wall area $\pi d^2d\xi$:

$$\frac{\pi d^2}{3}J\,\frac{\partial^2I}{\partial\xi^2}=\pi d^2K\frac{\partial\theta}{\partial t}=\pi d^2\,s(1-\theta)JI .$$

Division by $\pi d^2J$ and $d\Phi=(J/K)dt$ give

$$\frac13\frac{\partial^2I}{\partial\xi^2}=\frac{\partial\theta}{\partial\Phi}=s(1-\theta)I .$$

Define $u=-\ln(1-\theta)$. Then $\partial u/\partial\Phi=(1-\theta)^{-1}\partial\theta/\partial\Phi=sI$, so the exposure integral of $I$ is $u/s$. Integrating the first equality from the start, when $u=\theta=0$, yields

$$\lambda^2\frac{\partial^2u}{\partial\xi^2}=\theta=1-e^{-u}.$$

Time has disappeared except through the boundary value $u(0)=s\Phi$. Multiply by $\partial u/\partial\xi$ and integrate from great depth, where $u$ and its derivative vanish:

$$\frac{\lambda^2}{2}\left(\frac{\partial u}{\partial\xi}\right)^2=u-1+e^{-u}.$$

The coverage decreases with depth, so the derivative is negative. The filled depth is therefore

$$X=\int_0^\infty\theta\,d\xi=-\lambda^2\left.\frac{\partial u}{\partial\xi}\right|_0=\lambda\sqrt{2\,(s\Phi-1+e^{-s\Phi})}.$$

Squaring and inserting $\lambda^2=1/(3s)$ proves the statement. $\square$

For $s\Phi\gg1$ the exponential is negligible and

$$\Phi=\frac32X^2+\frac1s .$$

Within this diffusion model the sticking probability adds a constant to the exposure needed for a given uptake and leaves the coefficient $3/2$ untouched. For $s\Phi\ll1$, expansion of the exponential to second order gives $X=\Phi\sqrt{s/3}=s\lambda\Phi$: adsorption at the rate of a clean wall, spread over the depth $\lambda$. There is then no front, and the three-halves law does not apply.

### Width of the front and the criterion of saturation

The first integral also gives the depth at which a chosen coverage $\theta_*$ is found. With $u_*=-\ln(1-\theta_*)$,

$$\xi_*=\lambda\int_{u_*}^{s\Phi}\frac{du}{\sqrt{2(u-1+e^{-u})}} .$$

The distance between two coverages is the integral between their two values of $u$. It does not contain $\Phi$, so once both coverages are present the front keeps its width as it advances. From $90$ to $10$ per cent coverage the integral gives $3.45\,\lambda$.

For large $u$ the integrand approaches $1/\sqrt{2(u-1)}$ with an exponentially small remainder, hence for large $s\Phi$ one has $\xi_*=\lambda\sqrt{2(s\Phi-1)}+\lambda C$, where $C$ is a constant fixed by $\theta_*$. Because $\lambda\sqrt{2(s\Phi-1)}=\sqrt{2(\Phi-1/s)/3}$,

$$\Phi\simeq\frac32(\xi_*-\lambda C)^2+\frac1s=\frac32\xi_*^2-3\lambda C\,\xi_*+\frac32\lambda^2C^2+\frac1s .$$

A demand for nearly complete coverage means large $u_*$. Then $e^{-u}$ is negligible in the integrand, and $C\approx-\sqrt{2(u_*-1)}$ is negative and the linear term raises the exposure. In an infinitely deep hole, a criterion based on the coverage at depth $a$ thus costs a term proportional to $\lambda a$, because molecules also coat the wall beyond that depth. The criterion of total uptake costs the constant $1/s$.

A hole closed at depth $a$ loses nothing further down. If the small area of the bottom is neglected, no molecules flow through it, so $\partial u/\partial\xi=0$ at $\xi=a$. For large $u_*$ the equation for $u$ reduces to $\lambda^2\partial^2u/\partial\xi^2\simeq1$. Integrating it from the bottom, where $u=u_*$, to the mouth, where $u=s\Phi$, gives

$$s\Phi\simeq u_*+\frac{a^2}{2\lambda^2},\qquad \Phi\simeq\frac32a^2+\frac{u_*}{s}.$$

The neglected term $e^{-u}$ matters in a deep hole. Kept to first order in $1-\theta_*=e^{-u_*}$, it adds $e^{-u_*}\int_0^\infty(1-e^{-v})(2v)^{-3/2}dv=\sqrt{\pi/2}\,e^{-u_*}$ to $a/\lambda$ at given $s\Phi$, which lowers $\Phi$ by about $3\sqrt{\pi/2}\,e^{-u_*}\lambda a$. Within the diffusion model, nearly complete coverage at a closed bottom therefore adds about $u_*/s$, almost independently of the depth, only as long as $e^{-u_*}a/\lambda\ll u_*$. For $s=0.02$ and $99$ per cent coverage, $u_*/s=230$ and the addition is $223$ at $a=50$ and $200$ at $a=200$. For $90$ per cent, $u_*/s=115$, but the addition is only $40$ at $a=50$ and is negative at $a=100$. The end corrections discussed after Proposition 1 are not contained in this estimate. They grow with the depth, and in a deep hole with $s$ near one they exceed $u_*/s$. For a fixed coverage demanded, all these criteria leave $3/2$ in place when $\lambda\ll a$, that is, when $s\gg1/(3a^2)$.

### The coefficient without a sharp front

The theorem assumes a sharp front, and Proposition 2 assumes diffusion. Both assumptions can be dropped by dividing the wall into rings, letting them exchange molecules in straight flights, and advancing the coverage of each ring with the sticking law $s(1-\theta)$. Let $\Phi(\xi)$ be the exposure at which half coverage is reached at depth $\xi$. The combination

$$\frac{\Phi(40)-2\Phi(30)+\Phi(20)}{200}$$

is insensitive to constant and linear terms. For a term $c\,\xi^2$ it gives $c(1600-1800+400)/200=c$. The computed values are $1.515$ for $s=1$ and $1.496$ for $s=0.02$. The rings are $0.125d$ wide in the first case and $0.25d$ in the second. By the estimate given after Proposition 1, they lower the coefficient by the fraction $h^2/4$, that is, by $0.4$ and $1.6$ per cent. Corrected for this, both values are $1.52$. The remaining excess over $3/2$ has the size expected from the slowly varying end correction: the estimated term $(9/8)\,a\ln a$ contributes $0.019$ to the combination. A fiftyfold change of the sticking probability leaves the quadratic coefficient in place.

The full exposure converges more slowly than this coefficient. For $s=1$ it exceeds $3\xi^2/2$ by $17.5$ per cent at $\xi=20$ and by $9.7$ per cent at $\xi=40$, relative to the leading term. These figures belong to rings of width $0.125d$; in the limit of narrow rings they become about $18.0$ and $10.2$ per cent. The excess falls roughly as $1/\xi$, as expected when the main correction is close to linear.

The width behaves as the sharp-front picture requires. For $s=1$ the distance between $90$ and $10$ per cent coverage is $2.7d$ at depth $20d$ and $2.8d$ at depth $40d$, a small growth while the depth doubles. For $s=0.02$ the decay length is $\lambda=4.08$, and the diffusion limit predicts a width of $14.1d$. The ballistic result at depth $30d$ is $14.5d$ ($14.4d$ in the limit of narrow rings), about $3$ per cent more. Although the coefficient is unaffected, such a front occupies almost half of the depth it has reached, and a pulse that ends when half coverage arrives at the bottom leaves the lowest part visibly incomplete.

### A worked case

Take the model parameters $d=100$ nm, $L=5\ \mu$m, $K=3\times10^{14}\ {\rm cm^{-2}}$, molecular mass $200$ u, $T=500$ K and $P=100\ {\rm dyn/cm^2}$. The aspect ratio is $a=50$.

With $m=3.321\times10^{-22}$ g and $kT=6.903\times10^{-14}$ erg, the flux is

$$J=\frac{100}{\sqrt{2\pi\,(3.321\times10^{-22})(6.903\times10^{-14})}}=8.33\times10^{18}\ {\rm cm^{-2}\,s^{-1}} .$$

The unit of exposure is $K\sqrt{2\pi mkT}=3.60\times10^{-3}\ {\rm dyn\,s/cm^2}$. The leading law gives

$$\Phi=\tfrac32\times50^2=3750,\qquad Pt=3750\times3.60\times10^{-3}=13.5\ {\rm dyn\,s/cm^2},$$

or $0.0101$ Torr s. At the given pressure this takes $13.5/100=0.135$ s, and half the depth is reached after $0.034$ s. Gordon's polynomial gives $\Phi_{\rm G}=1+237.5+3750=3988.5$ and a time of $0.144$ s. The leading term supplies $94$ per cent of it.

Two assumptions can be checked with the same data. For a collision diameter of $0.6$ nm the mean free path is $0.043$ cm, more than four thousand hole diameters, so the flow is free-molecular. This value counts the precursor alone. With a carrier gas the total pressure sets the free path; at $1$ Torr and the same collision diameter it is about $13$ times shorter, still some three hundred hole diameters. For the quasi-steady assumption, compare the gas in the hole with the adsorbed amount. The density falls from $n$ at the mouth to zero at the front, with mean $n/2$, hence

$$\frac{(n/2)(\pi d^2L/4)}{K\pi dL}=\frac{nd}{8K}=6\times10^{-6}$$

for $n=1.45\times10^{15}\ {\rm cm^{-3}}$. Filling the hole with gas takes a negligible part of the supply.

The sharpness condition $s\gg1/(3a^2)$ here reads $s\gg1.3\times10^{-4}$. It secures the leading term and not a small correction: for $s=0.02$ the predicted front width of $14d$ is already $28$ per cent of the depth. The time of $0.135$ s is therefore a scale. For nearly complete coverage at the bottom, $90$ per cent or more in this case, a margin must be added, and that margin depends on $s$ and on the coverage demanded. For $s=0.02$ half coverage at the closed bottom is reached before this time.

### Where the law fails

If the mean free path becomes comparable with $d$, molecules collide inside the hole and Lemma 2 no longer describes their steps. If $s$ is of order $1/(3a^2)$ or less, $\lambda$ reaches the depth of the hole. The coverage then rises at all depths together, and the exposure is governed by $1/s$ instead of $a^2$. If molecules desorb during the pulse, the filled wall is no longer a passive reflector and the site balance must be changed.

Repeated cycles narrow the hole. As long as each single film is thin, the law applies to each cycle with the current diameter, and the leading term of the exposure rises as $1/d^2$ at fixed depth. A diameter reduced by $10$ per cent raises it by the factor $1/0.9^2\approx1.23$. A pulse length just sufficient for the empty hole is then too short for the later cycles. When nearly complete coverage is demanded at the bottom, so that the corrections to the leading term are positive, the relative increase of the full exposure is somewhat smaller, because these corrections rise more slowly than $1/d^2$. It is much smaller when $s$ is so small that the part of order $1/s$, which does not depend on $d$, makes up a large share of the exposure.

The computed values are collected in the numerical output.

## Table of computed values

```
Mean square axial flight: 0.666667 d^2
Tube length 5 d: W = 0.19106, 1/W - (1 + 3x/4d) = 0.484
Tube length 10 d: W = 0.10939, 1/W - (1 + 3x/4d) = 0.642
Tube length 20 d: W = 0.05949, 1/W - (1 + 3x/4d) = 0.810
Tube length 40 d: W = 0.03127, 1/W - (1 + 3x/4d) = 0.983
Tube length 80 d: W = 0.01609, 1/W - (1 + 3x/4d) = 1.151
Random-flight W at length 5 d: 0.1915
Slope of 1/W, lengths 40 to 80 d: 0.7542 per d
Gordon exposure at a = 40: 2591.0 (reduced)
Same balance, computed W, a = 40: 2711.6 (reduced)
Ballistic quadratic coefficient, s = 1: 1.5150
Ballistic quadratic coefficient, s = 0.02: 1.4964
Ballistic / leading exposure, depth 20 d, s = 1: 1.175
Ballistic / leading exposure, depth 40 d, s = 1: 1.097
Front width at 20 d, s = 1: 2.66 d
Front width at 40 d, s = 1: 2.76 d
Decay length lambda, s = 0.02: 4.08 d
Front width / lambda, diffusion limit: 3.447
Front width, diffusion limit, s = 0.02: 14.07 d
Front width at 30 d, ballistic, s = 0.02: 14.53 d
Hole diameter: 1.0e-05 cm
Hole depth: 5.0e-04 cm
Aspect ratio: 50
Site density K: 3.0e+14 cm^-2
Molecular mass: 3.3211e-22 g (200 u)
Temperature: 500 K
Pressure: 100 dyn/cm^2
Collision diameter: 6.0e-08 cm
Thermal energy kT: 6.9032e-14 erg
Gas density at mouth: 1.4486e+15 cm^-3
Flux J: 8.3319e+18 cm^-2 s^-1
K sqrt(2 pi m k T): 3.6006e-03 dyn s/cm^2
Leading reduced exposure: 3750.0
Gordon reduced exposure: 3988.5
Leading share of Gordon value: 0.9402
Leading exposure Pt: 13.502 dyn s/cm^2
Leading exposure Pt: 0.01013 Torr s
Leading time to full depth: 0.1350 s
Leading time to half depth: 0.0338 s
Gordon time: 0.1436 s
Mean free path: 4.3160e-02 cm
Stored gas / adsorbed amount: 6.04e-06
```
